# A Lookup Table for Surface-Potential Spread and Interface-State Density

## One trap level on a uniform surface

Take an n-type MOS capacitor in depletion whose interface carries \(N\) identical traps per unit area, all at one energy and all under the same surface potential. Atomic units are used in the algebra, so \(e=1\) and potential and energy share a unit. A trap of occupancy \(f\) captures electrons from the surface density \(n\) and emits them at a rate \(\epsilon\):
\[
\frac{df}{dt}=c\,n(1-f)-\epsilon f .
\]
Equilibrium, with values \(n_0,f_0\), requires \(\epsilon=c n_0(1-f_0)/f_0\). A small rise \(\psi e^{i\omega t}\) of the surface potential changes \(n\) to \(n_0(1+\psi e^{i\omega t}/kT)\). It leaves \(\epsilon\) unchanged, because trap and band edge move together. To first order,
\[
i\omega\,\delta f=c n_0(1-f_0)\frac{\psi}{kT}-(c n_0+\epsilon)\,\delta f,\qquad c n_0+\epsilon=\frac{c n_0}{f_0}.
\]
Define \(\tau=1/(c n_0)\) and multiply by \(f_0\tau\):
\[
\delta f=\frac{f_0(1-f_0)}{1+i\omega f_0\tau}\,\frac{\psi}{kT}.
\]
The traps act as a complex capacitance \(C=N\,\delta f/\psi\) with admittance \(i\omega C=G_p+i\omega C_p\). Hence \(G_p/\omega=-\mathrm{Im}\,C\), or
\[
\frac{G_p}{\omega}=\frac{N f_0(1-f_0)}{kT}\,\frac{\omega f_0\tau}{1+(\omega f_0\tau)^2}.
\]
The last factor peaks at \(\omega f_0\tau=1\) with value \(1/2\). At five times that frequency it is \(5/26\), so the ratio of the two readings is \(5/13=0.385\), whatever \(N\) and \(\tau\) are. The ratio shows how slowly the loss falls above its peak: a slower fall gives a larger ratio. The method below turns this ratio into a spread of surface potential, and then the peak height into a state density.

As a test, the nonlinear rate equation was integrated in time for a level \(0.7\,kT\) above the Fermi level, with \(\omega\tau=2\) and a drive of \(10^{-3}kT\). The loss per trap, in units of \(1/kT\), was 0.102148, as the formula gives.

## A continuum of levels

Let the states have density \(D\) per unit area and energy, with \(D\) and \(c\) constant over a few \(kT\) around the Fermi level. Exchange with the minority band is neglected. Since \(df/dE=-f(1-f)/kT\), the sum over levels becomes an integral over occupancy. With \(y=\omega\tau\),
\[
C=D\int_0^1\frac{df}{1+iyf}=D\,\frac{\ln(1+iy)}{iy}
=D\left[\frac{\arctan y}{y}-i\,\frac{\ln(1+y^2)}{2y}\right],
\]
where \(\ln(1+iy)=\tfrac12\ln(1+y^2)+i\arctan y\) was used. Therefore
\[
\frac{G_p}{\omega}=D\,h(z),\qquad h=\frac{\ln(1+y^2)}{2y},\qquad z=\ln y .
\]
Differentiation with \(d/dz=y\,d/dy\) gives
\[
\frac{dh}{dz}=\frac{y}{1+y^2}-h=\frac{1}{2y}\left[\frac{2q}{1+q}-\ln(1+q)\right],\qquad q=y^2. \tag{1}
\]
The bracket starts at zero and has derivative \((1-q)/(1+q)^2\). It rises until \(q=1\), then falls without limit, and so changes sign once. Thus \(h\) has one peak, at \(y=1.980\) with height 0.4024. The ratio is now 0.5767, the smallest value this continuum model gives within the table below.

## Fluctuating surface potential

Charges in the oxide vary along the interface. Suppose they divide the area into patches wider than the depletion layer, each with its own surface potential. Where the barrier is lower by \(v\,kT\), the electron density is larger by \(e^{v}\), so \(\tau\) becomes \(\tau e^{-v}\) and \(z\) becomes \(z-v\). Let \(v\) be normally distributed with standard deviation \(s=\sigma/kT\), where \(\sigma\) is the spread of potential energy. The patches sample a wider range of energies than a uniform surface does, so \(D\) and \(c\) must now be constant over several \(\sigma\) on each side of the mean Fermi level. Adding the patches in parallel gives
\[
\frac{G_p}{\omega}=D\,F(z,s),\qquad F(z,s)=\int_{-\infty}^{\infty}h(z-v)\,\frac{e^{-v^2/2s^2}}{\sqrt{2\pi}\,s}\,dv .
\]

The average still has a single peak. Let \(z_0\) be the peak of \(h\), and write \(F_z=\int h'(u)\,\varphi(z-u)\,du\) with \(\varphi\) the normal density. Then
\[
A(z)=\frac{F_z}{\varphi(z-z_0)}=\int h'(u)\,e^{z(u-z_0)/s^2-(u^2-z_0^2)/2s^2}\,du .
\]
Its derivative has the integrand multiplied by \((u-z_0)/s^2\). Because \(h'(u)(u-z_0)<0\) except at \(u=z_0\), \(A\) decreases strictly, so \(F_z\) vanishes at most once. It does vanish, since \(F\) is positive and tends to zero at both ends. At this point \(z_p\), \(F_{zz}=A'\varphi<0\).

We can now define
\[
f_D(s)=F(z_p,s),\qquad r(s)=\frac{F(z_p+\ln5,\,s)}{F(z_p,s)},\qquad D=\frac{(G_p/\omega)_{\rm peak}}{f_D(s)}. \tag{2}
\]
The ratio \(r\) is the reading at \(5\omega_p\) divided by that at the peak \(\omega_p\). In engineering units, with \(D\) per eV and cm² and \(G_p/\omega\) in F/cm², the last formula acquires a divisor \(e=1.602\times10^{-19}\).

## Computing the average

Equation (1) can be written \(h+h'=1/(2\cosh z)\). Let \(\hat h(w)=\int h\,e^{iwz}dz\). Integration by parts turns \(h'\) into \(-iw\hat h\), so
\[
(1-iw)\,\hat h=\tfrac12 J,\qquad J=\int_{-\infty}^{\infty}\frac{e^{iwz}}{\cosh z}\,dz .
\]
To find \(J\), close the contour along the line \(\mathrm{Im}\,z=\pi\). There \(\cosh z\) changes sign and the exponential gains \(e^{-\pi w}\), so the two lines together give \(J(1+e^{-\pi w})\). The enclosed pole at \(i\pi/2\) contributes \(2\pi i\,e^{-\pi w/2}/i\). Hence \(J=\pi/\cosh(\pi w/2)\).

The normal average multiplies \(\hat h\) by \(e^{-s^2w^2/2}\). Inverting the transform and keeping the part even in \(w\) gives
\[
F(z,s)=\frac12\int_0^\infty\frac{e^{-s^2w^2/2}\,(\cos wz+w\sin wz)}{(1+w^2)\cosh(\pi w/2)}\,dw. \tag{3}
\]
The integrand is smooth and decays at least as fast as \(e^{-\pi w/2}\), up to powers of \(w\). The trapezoidal rule with step 0.05 up to \(w=26\) agreed within \(10^{-9}\) with direct quadrature of the patch average at nine points, with \(s\) from 0.6 to 4 and \(z\) from \(-1\) to 2.5. Derivatives with respect to \(z\) follow by differentiating under the integral, so \(z_p\) is found from \(F_z=0\) by bracketing.

## How the two functions vary with the spread

Put \(t=s^2/2\). The factor \(e^{-tw^2}\) shows that \(F_t=F_{zz}\), a diffusion equation. Because \(F_z=0\) at the peak,
\[
\frac{df_D}{dt}=F_{zz}(z_p)<0 .
\]
Disorder therefore lowers the peak. Differentiating the condition \(F_z(z_p,t)=0\) gives \(z_p'=-F_{zzz}/F_{zz}\) at \(z_p\). With \(z_5=z_p+\ln5\),
\[
\frac1r\frac{dr}{dt}=\frac{F_{zz}(z_5)+z_p'F_z(z_5)}{F(z_5)}-\frac{F_{zz}(z_p)}{f_D}.
\]
This was positive at all 101 equally spaced values of \(s\) tested from 0 to 5. That supports a unique lookup in this range; it is numerical evidence, not a proof for every \(s\).

Since \(dr/ds=s\,dr/dt\), the slope vanishes at \(s=0\). An error \(\delta r\) produces
\[
\delta s\simeq\frac{\delta r}{dr/ds}, \tag{4}
\]
so a small spread is poorly determined.

The opposite limit suggests good interpolation variables. Expanding
\[
\ln\hat h=\ln\frac{\pi}{2}-\ln(1-iw)-\ln\cosh\frac{\pi w}{2}
=\ln\frac{\pi}{2}+iw-\frac{w^2}{2}\left(1+\frac{\pi^2}{4}\right)+\dots
\]
shows that \(h\), viewed as a density in \(z\), has area \(\pi/2\), mean 1 and variance \(1+\pi^2/4\). For large \(s\) the average approaches a normal curve of variance \(V=s^2+1+\pi^2/4\). To leading order
\[
f_D\simeq\frac{\pi/2}{\sqrt{2\pi V}},\qquad \ln\frac1r\simeq\frac{(\ln5)^2}{2V}.
\]
Both \(s^2\) and \(1/f_D^2\) are then linear in the key \(L=1/\ln(1/r)\). At \(s=5\) these formulas give \(f_D=0.1175\) against 0.1178, and recover \(s=4.976\) from the ratio.

## The table and its use

The last column, \(r_-\), is the reading at \(\omega_p/5\) divided by the peak, and \(x_p=e^{z_p}=\omega_p\tau\).

| \(s\) | \(x_p\) | \(f_D\) | \(r\) | \(r_-\) |
|---|---|---|---|---|
| 0.0 | 1.9803 | 0.4024 | 0.5767 | 0.4572 |
| 0.5 | 2.0751 | 0.3766 | 0.6096 | 0.5300 |
| 1.0 | 2.2219 | 0.3259 | 0.6883 | 0.6554 |
| 1.5 | 2.3395 | 0.2772 | 0.7665 | 0.7538 |
| 2.0 | 2.4259 | 0.2370 | 0.8258 | 0.8206 |
| 2.5 | 2.4887 | 0.2050 | 0.8679 | 0.8656 |
| 3.0 | 2.5349 | 0.1797 | 0.8976 | 0.8965 |
| 3.5 | 2.5694 | 0.1593 | 0.9189 | 0.9184 |
| 4.0 | 2.5956 | 0.1428 | 0.9346 | 0.9343 |
| 4.5 | 2.6158 | 0.1291 | 0.9462 | 0.9461 |
| 5.0 | 2.6316 | 0.1178 | 0.9552 | 0.9551 |

The table depends on temperature only through \(\sigma=s\,kT\). The procedure at fixed gate bias is as follows.

1. Remove the oxide capacitance \(C_{ox}\) from the measured \(Y_m=G_m+i\omega C_m\). The series rule \(1/Y=1/Y_m-1/(i\omega C_{ox})\) gives
\[
Y=\frac{i\omega C_{ox}(G_m+i\omega C_m)}{-G_m+i\omega(C_{ox}-C_m)} .
\]
Multiply above and below by the conjugate denominator. The real part of the numerator is \(\omega^2C_{ox}G_m[C_m+(C_{ox}-C_m)]\), so
\[
\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.
\]
The depletion capacitance is parallel to the traps and does not enter this real part.
2. Locate the peak in \(\ln\omega\), read \(G_p/\omega\) there and at \(5\omega_p\), and form \(r\).
3. Refuse \(r<0.5767\), which contradicts the model; a single level on a uniform surface, at 0.385, falls here, and so does a continuum on a uniform surface whose density falls by a factor \(e\) per 0.2 eV toward the conduction band, at 0.544. A fluctuating potential broadens the loss of a single level too and can lift its ratio past this limit, so passing the test does not prove a continuum. Refuse \(r>0.9552\), which lies beyond the table. Treat the upper rows with caution: in silicon doped to \(10^{16}\) cm⁻³ at 300 K, the range from flat band to midgap spans only about \(14\,kT\). Even with the mean at its centre, about 2 % of the area lies outside this range at \(s=3\), and about 17 % at \(s=5\).
4. Compute \(L\) for \(r\) and for the two neighbouring rows. Interpolate \(s^2\), \(1/f_D^2\) and \(\ln x_p\) linearly in \(L\).
5. Return \(\sigma=s\,kT\), \(D\) from (2), and \(\tau=x_p/\omega_p\).

Over 99 trial values of \(s\) from 0.05 to 4.95, the largest interpolation errors were 0.0063 in \(s\) and 0.26 % in \(f_D\), relative to direct solution, with unrounded rows. With the four-digit entries as printed they become about 0.009, near \(s=0\), and 0.27 %. The error in \(x_p\), and hence in \(\tau\), is below 1 %.

## Worked example

Consider a 10 nm oxide on n-type silicon doped to \(10^{16}\) cm⁻³, at 300 K, where \(kT=0.02585\) eV. After oxide removal, let \(G_p/\omega\) be \(5.0\times10^{-9}\) F/cm² at its peak at 10 kHz, and \(4.0\times10^{-9}\) F/cm² at 50 kHz. These are chosen round values.

The ratio is \(r=0.8000\), so \(L=1/\ln1.25=4.4814\). The rows \(s=1.5\) and \(s=2\) have keys 3.7597 and 5.2248, from unrounded ratios; the four-digit entries of the table give 3.7605 and 5.2246 and the same \(s\) to the digits shown. The fractional position is
\[
\frac{4.4814-3.7597}{5.2248-3.7597}=0.4926 .
\]
Hence \(s^2=2.25+0.4926\times1.75=3.112\), and \(s=1.764\). Likewise \(1/f_D^2=13.014+0.4926\times(17.803-13.014)=15.373\), and \(f_D=0.2550\). The results are
\[
\sigma=1.764\times0.02585=0.0456\ \text{eV},
\]
\[
D=\frac{5.0\times10^{-9}}{1.602\times10^{-19}\times0.2550}=1.22\times10^{11}\ \text{eV}^{-1}\text{cm}^{-2}.
\]
Direct solution gives \(s=1.762\) and the same \(D\) to these digits. Using the uniform-surface height 0.4024 would give \(7.8\times10^{10}\), which is 37 % lower than the corrected density. The response time is \(\tau=3.8\times10^{-5}\) s.

The model also predicts \(r_-=0.792\), that is, \(3.96\times10^{-9}\) F/cm² at 2 kHz. A measurement there checks the shape of the curve with a point not used in the fit.

## Errors of measurement

Suppose \(r\) is 2 % too high while the peak reading is held fixed. Between the two rows used above, the mean slope is \((0.8258-0.7665)/0.5=0.119\). Equation (4) gives \(\delta s\simeq0.016/0.119=0.13\), or 0.0035 eV. Full recalculation gives \(\sigma=0.0492\) eV and raises \(D\) by 4.5 %.

Near \(s=0\) equation (4) fails, because \(r-r(0)\) is quadratic in \(s\). The first two rows give roughly \(s\simeq0.5\sqrt{\delta r/0.033}\). A uniform surface whose ratio is read 2 % high would thus appear to have \(s\simeq0.3\). At the other end, \(dr/ds=0.0156\) at \(s=5\), and (4) turns a 2 % error into \(\delta s\simeq1.2\). This linear estimate is rough: direct solution gives \(+1.8\) for a ratio read 2 % high, which the table would refuse, and \(-0.9\) for one read 2 % low. The ratio is most sensitive to \(s\) near the row \(s=1\), where \(dr/ds\), evaluated at each row of the table, is largest, 0.169.

The peak position matters more than the flat top suggests. If \(\omega_p\) is misplaced by \(\delta\) in \(\ln\omega\), the peak reading changes only at order \(\delta^2\), but \(\ln r\) changes by \(\delta\,F_z(z_5)/F(z_5)\), which is negative for \(\delta>0\). In the example, a peak set 10 % too high gives \(\sigma=0.0413\) eV and \(D\) 5.1 % low; one set 10 % too low gives 0.0511 eV and \(D\) 6.7 % high.

Such a misplacement is easy to incur. From \(df_D/ds=sF_{zz}\) and the rows around the example, \(F_{zz}/f_D\simeq-0.18\). A relative noise \(\eta\) hides the peak within \(\delta\simeq\sqrt{2\eta/0.18}\), which is 0.1 for \(\eta=0.1\,\%\). The peak should therefore be fitted through several frequencies. The low-side reading helps too: \(F_z\) is positive at \(z_p-\ln5\), so misplacement moves \(r_-\) and \(r\) in opposite directions.

## Errors of the model

**Patches behind the oxide.** Each patch really lies in series with its own piece of oxide, whereas the extraction averages first. Let \(C\) now include the depletion capacitance. For large \(C_{ox}\), the terminal capacitance is \(T\simeq\langle C\rangle-\langle C^2\rangle/C_{ox}\). Removing the oxide gives
\[
\frac{T}{1-T/C_{ox}}\simeq\langle C\rangle-\frac{\langle C^2\rangle-\langle C\rangle^2}{C_{ox}} .
\]
To this order, the error is minus the variance of \(C\) between patches, divided by \(C_{ox}\). In the example \(\langle C\rangle/C_{ox}\simeq0.23\), so this term gives only the sign and rough size: it overstates the change of the loss at the peak frequency by about 40 %. A simulated capacitor with the example's values and patchwise depletion gave \(\sigma=0.0455\) eV and \(D\) high by 0.4 %.

**Energy-dependent density.** Let \(D\) rise by a factor \(e\) per 0.2 eV toward the conduction band. The extraction then reads \(\sigma=0.0474\) eV and a density 5.4 % above the true value at the mean Fermi position. Part of this is simple. A patch shifted by \(v\) has its density weighted by \(e^{av}\), with \(a=kT/(0.2\ \text{eV})=0.129\). Completing the square,
\[
av-\frac{v^2}{2s^2}=\frac{a^2s^2}{2}-\frac{(v-as^2)^2}{2s^2},
\]
so this weight shifts the curve and raises it by \(e^{a^2s^2/2}\), or 2.6 %, without changing \(r\). The rest comes from the unequal weight of levels within each patch.

**Series resistance.** A resistance \(R\) adds a loss of about \(\omega RC_m^2\) to \(G_m/\omega\), which grows with frequency and raises \(r\). For \(0.025\ \Omega\,\)cm², from 0.05 cm of substrate at 0.5 Ω cm, the readings become 0.0466 eV and \(D\) 1.4 % high.

**Other sources of spread.** If \(\ln c\) has an independent normal spread \(b\), the two normal distributions combine and the table returns \(\sqrt{s^2+b^2}\). With \(b=1\), the example's true \(s\) would be \(\sqrt{3.11-1}=1.45\), and \(\sigma\) would be 0.038 eV instead of 0.046 eV. The density is unaffected, because \(f_D\) depends on the total width. The two-point ratio cannot separate these causes.

With a rough capture coefficient of \(10^{-8}\) cm³/s, the mean band bending is \(kT\ln(10^{16}\times10^{-8}\times3.8\times10^{-5})\simeq0.21\) eV, uncertain by \(kT\ln10\simeq0.06\) eV for each factor of ten in the coefficient, and the depletion width is about 160 nm. Patches must be wider than this; finer charge variations are partly smoothed laterally and need another model. This is a demanding condition under a 10 nm oxide. For independent, randomly placed interface charges, a linear electrostatic estimate puts most of the potential variance on scales finer than the depletion width. The patch picture therefore needs charge that is correlated over larger distances. Taking a rough intrinsic density of \(10^{10}\) cm⁻³, roughly 0.1 % of the area lies beyond midgap, where minority carriers matter; this small tail depends strongly on both rough values. The depletion charge alone produces an oxide field of 0.07 MV/cm, far below the rough 10 MV/cm of breakdown.

A density near \(10^{11}\) eV⁻¹cm⁻² is of the rough size expected for an imperfectly annealed Si/SiO₂ interface; a good hydrogen anneal can bring it to the order of \(10^{10}\). A spread of a few hundredths of an eV is also a plausible size. Real interfaces break the assumption of constant \(D\), which moved the density by about 5 % for the slope chosen here. They may also contain traps inside the oxide, reached by tunnelling, whose broad range of response times need not be normally distributed. The table would misread that broadening as potential fluctuation, by an amount this model cannot supply. Agreement of both side readings with one row supports the fitted shape, but does not prove its cause.

## Calculated quantities

```
TABLE at 300 K; s = sigma/kT, x_p = omega_p*tau
  s   sigma(eV)  x_p     f_D     r(5wp)  r(wp/5)  dr/ds
 0.0   0.0000  1.9803  0.4024  0.5767  0.4572  0.0000
 0.5   0.0129  2.0751  0.3766  0.6096  0.5300  0.1271
 1.0   0.0259  2.2219  0.3259  0.6883  0.6554  0.1690
 1.5   0.0388  2.3395  0.2772  0.7665  0.7538  0.1386
 2.0   0.0517  2.4259  0.2370  0.8258  0.8206  0.0998
 2.5   0.0646  2.4887  0.2050  0.8679  0.8656  0.0703
 3.0   0.0776  2.5349  0.1797  0.8976  0.8965  0.0500
 3.5   0.0905  2.5694  0.1593  0.9189  0.9184  0.0362
 4.0   0.1034  2.5956  0.1428  0.9346  0.9343  0.0268
 4.5   0.1163  2.6158  0.1291  0.9462  0.9461  0.0203
 5.0   0.1293  2.6316  0.1178  0.9552  0.9551  0.0156
largest interpolation error in s: 0.0063
largest interpolation error in f_D: 0.257 %
wide-spread formula at s=5: f_D = 0.1175, s = 4.976
ratio r for a single trap level (refused): 0.3846
one level, loss from time integration: 0.102148
one level, loss from formula: 0.102148
EXAMPLE inputs
kT = 0.02585 eV, T = 300 K
oxide 10 nm, doping 1.0e+16 cm^-3
capture coefficient (rough) 1.0e-08 cm3/s
peak frequency 10000 Hz
Gp/omega at peak 5.00e-09, at 5x 4.00e-09 F/cm2
EXAMPLE results
ratio r = 0.8000, key 1/ln(1/r) = 4.4814
keys of neighbouring rows: 3.7597, 5.2248
table: s = 1.7641, f_D = 0.2550
direct solution: s = 1.7621, f_D = 0.2550
sigma from table = 0.0456 eV
D from table = 1.2237e+11 1/(eV cm2)
D from direct solution = 1.2238e+11 1/(eV cm2)
D ignoring fluctuations = 7.7559e+10 1/(eV cm2)
tau from table = 3.791e-05 s
expected check ratio at omega_p/5 = 0.7921
NEGLECTED EFFECTS: apparent sigma (eV), change of D (%)
 patchwise oxide and depletion: 0.0455 eV, +0.37 %
 D rising e-fold per 0.2 eV: 0.0474 eV, +5.40 %
 series resistance 0.025 ohm cm2: 0.0466 eV, +1.40 %
 peak set 10% too high: 0.0413 eV, -5.14 %
 peak set 10% too low: 0.0511 eV, +6.69 %
 ratio r 2% too high: 0.0492 eV, +4.53 %
mean band bending 0.2131 eV
depletion width 156 nm
area fraction beyond midgap 7.82e-04
oxide field without oxide charge 0.0722 MV/cm
```
